# How Thomson Scattering Arises from a Dirac Hamiltonian Without A²: a program that tests the result

```python
"""Thomson scattering from the Dirac Hamiltonian, which is linear in A.

Result under test: for a free electron at rest and photon energy omega << c^2,
the second-order sum over negative-energy states gives conj(e_out).e_in, the
amplitude of A^2/2; positive-energy states give only order omega/c^2.
Hartree units: hbar = m = e = 1, H = c alpha.(p + A) + beta c^2.
e_in, e_out: polarizations; k, k_out: wave vectors; omega, omega_out: energies.
Amplitudes are 2x2 matrices in electron spin (row final, column initial).
The common photon factor 2 pi/(V sqrt(omega omega_out)) is removed.
"""
import numpy as np
from scipy import constants as const

c = 1 / const.fine_structure
rest = c**2
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
barn = bohr**2 / 1e-28

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in sigma])
beta = np.diag([1, 1, -1, -1]).astype(complex)
one2, one4 = np.eye(2), np.eye(4)
xhat, yhat, zhat = np.eye(3)


def dot(vector, matrices):
    return np.tensordot(vector, matrices, axes=1)


def hamiltonian(p):
    return c * dot(p, alpha) + rest * beta


def positive_spinors(p):
    energy = np.sqrt(rest**2 + c**2 * np.dot(p, p))
    lower = c * dot(p, sigma) / (energy + rest)
    return np.sqrt((energy + rest) / (2 * energy)) * np.vstack([one2, lower])


def outgoing_energy(omega, cos_angle):
    return omega / (1 + omega * (1 - cos_angle) / rest)


def amplitude_parts(omega, n_out, e_in, e_out, gauge=0.0):
    """parts[time order, energy sign]; order 0 absorbs first, sign 0 negative.
    Incoming direction is z; gauge adds a pure-gauge potential to the photon."""
    omega_out = outgoing_energy(omega, n_out[2])
    k, k_out = omega / c * zhat, omega_out / c * n_out
    absorb = c * dot(e_in, alpha) + gauge * (c * dot(k, alpha) - omega * one4)
    emit = c * dot(np.conj(e_out), alpha)
    initial, final = positive_spinors(0 * k), positive_spinors(k - k_out)
    parts = np.zeros((2, 2, 2, 2), dtype=complex)
    orders = ((k, absorb, emit, rest + omega),
              (-k_out, emit, absorb, rest - omega_out))
    for order, (p, first, second, energy) in enumerate(orders):
        levels, states = np.linalg.eigh(hamiltonian(p))
        left = final.conj().T @ second @ states
        right = states.conj().T @ first @ initial
        for sign, chosen in enumerate((slice(0, 2), slice(2, 4))):
            parts[order, sign] = (left[:, chosen] / (energy - levels[chosen])
                                  ) @ right[chosen]
    return parts


def cross_section(omega, n_out, amplitude):
    """Spin-averaged differential cross section, bohr^2 per steradian."""
    omega_out = outgoing_energy(omega, n_out[2])
    final_energy = rest + omega - omega_out
    return ((omega_out / omega)**2 * final_energy / rest
            * 0.5 * np.sum(abs(amplitude)**2) / c**4)


def scalar_part(matrix):
    return np.trace(matrix) / 2


def spin_y_part(matrix):
    return np.trace(sigma[1] @ matrix) / 2


def directions(theta, phi=0.0):
    n = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                  np.cos(theta)])
    in_plane = np.array([np.cos(theta) * np.cos(phi),
                         np.cos(theta) * np.sin(phi), -np.sin(theta)])
    return n, in_plane, np.cross(n, in_plane)


# Static uniform field: diagonalization against second-order perturbation sum.
field = 1.0
static_shift = np.linalg.eigvalsh(hamiltonian(field * xhat))[-1] - rest
static_quadratic = field**2 / 2
static_quartic = -field**4 / (8 * rest)
assert abs(static_shift - static_quadratic - static_quartic) < 1e-9


def negative_shift(p, a):
    levels, states = np.linalg.eigh(hamiltonian(p))
    coupling = states[:, :2].conj().T @ (c * dot(a, alpha)) @ positive_spinors(p)
    return np.sum(abs(coupling[:, 0])**2) / (levels[-1] - levels[0])


for p in (np.array([20., 30., 10.]), np.array([80., -40., 60.])):
    a = np.array([0.6, 0.3, -0.7])
    energy = np.sqrt(rest**2 + c**2 * p @ p)
    formula = c**2 * a @ a / (2 * energy) - c**4 * (p @ a)**2 / (2 * energy**3)
    h = 0.1
    top = [np.linalg.eigvalsh(hamiltonian(p + s * h * a))[-1] for s in (-1, 0, 1)]
    curvature = (top[0] - 2 * top[1] + top[2]) / (2 * h**2)
    assert abs(negative_shift(p, a) - formula) < 1e-10
    assert abs(curvature - formula) < 1e-6
slow_p = 5 * zhat
slow_shift = negative_shift(slow_p, field * xhat)
assert abs(slow_shift - static_quadratic) < (5 / c)**2

# Low-energy expansions with general directions and complex polarizations.
n_test, plane_test, normal_test = directions(1.1, 0.7)
e_test = np.array([0.6, 0.8j, 0])
f_test = (plane_test + 1j * normal_test) / np.sqrt(2)
for ratio in (1e-3, 5e-4):
    parts = amplitude_parts(ratio * rest, n_test, e_test, f_test).sum(axis=0)
    f_conj = f_test.conj()
    b_in, b_out = np.cross(zhat, e_test), np.cross(n_test, f_conj)
    negative_formula = (f_conj @ e_test * one2
                        - 0.5j * ratio * dot(np.cross(f_conj, e_test), sigma))
    bracket = (np.cross(b_out, b_in) + (zhat @ f_conj) * b_in
               - (n_test @ e_test) * b_out)
    positive_formula = 0.5j * ratio * dot(bracket, sigma)
    assert np.max(abs(parts[0] - negative_formula)) < 3 * ratio**2
    assert np.max(abs(parts[1] - positive_formula)) < 3 * ratio**2
    assert np.max(abs(positive_formula)) > 0.1 * ratio

# Full amplitude against the polarized Klein-Nishina formula at high energy.
kn_error = 0.0
for ratio in (0.5, 2.0):
    for theta in (0.4, 1.3, 2.6):
        n, in_plane, normal = directions(theta)
        for angle_in, angle_out in ((0.0, 0.0), (0.5, 1.2), (1.4, 0.3)):
            e_lin = np.cos(angle_in) * xhat + np.sin(angle_in) * yhat
            f_lin = np.cos(angle_out) * in_plane + np.sin(angle_out) * normal
            omega = ratio * rest
            q = outgoing_energy(omega, n[2]) / omega
            total = amplitude_parts(omega, n, e_lin, f_lin).sum(axis=(0, 1))
            direct = cross_section(omega, n, total)
            known = q**2 / (4 * c**4) * (q + 1 / q - 2 + 4 * (e_lin @ f_lin)**2)
            kn_error = max(kn_error, abs(direct / known - 1))
assert kn_error < 1e-9

# Recoil factor in the density of final states.
omega, cos_angle = 0.5 * rest, 0.3
w_out = outgoing_energy(omega, cos_angle)


def final_total(w):
    return w + np.sqrt(rest**2 + omega**2 + w**2 - 2 * omega * w * cos_angle)


assert abs(final_total(w_out) - rest - omega) < 1e-8
step = 1e-3 * w_out
slope = (final_total(w_out + step) - final_total(w_out - step)) / (2 * step)
assert abs(slope - rest * omega / (w_out * (rest + omega - w_out))) < 1e-6

# Filled sea: four modes at zero momentum, all many-electron states kept.
string, lower_op = np.diag([1., -1.]), np.array([[0., 1.], [0., 0.]])
annihilate = []
for mode in range(4):
    operator = np.eye(1)
    for site in range(4):
        factor = string if site < mode else lower_op if site == mode else one2
        operator = np.kron(operator, factor)
    annihilate.append(operator)


def many_body(matrix):
    return sum(matrix[i, j] * annihilate[i].T @ annihilate[j]
               for i in range(4) for j in range(4))


def second_order(levels, absorb, emit, bra, ket, energy, omega):
    up = emit @ ((absorb @ ket) / (energy + omega - levels))
    down = absorb @ ((emit @ ket) / (energy - omega - levels))
    return bra.conj() @ (up + down)


omega = 40.0
empty = np.zeros(16)
empty[0] = 1
sea = annihilate[2].T @ annihilate[3].T @ empty
many_levels = np.diag(many_body(rest * beta)).real


def sea_amplitudes(e_in, e_out):
    absorb, emit = c * dot(e_in, alpha), c * dot(np.conj(e_out), alpha)
    big_absorb, big_emit = many_body(absorb), many_body(emit)
    vacuum = second_order(many_levels, big_absorb, big_emit, sea, sea,
                          -2 * rest, omega)
    occupied = np.zeros((2, 2), dtype=complex)
    single = np.zeros((2, 2), dtype=complex)
    for f in range(2):
        for i in range(2):
            occupied[f, i] = second_order(
                many_levels, big_absorb, big_emit, annihilate[f].T @ sea,
                annihilate[i].T @ sea, -rest, omega)
            single[f, i] = second_order(np.diag(rest * beta).real, absorb, emit,
                                        one4[f], one4[i], rest, omega)
    return vacuum, occupied, single


vacuum, occupied, single = sea_amplitudes(e_test, f_test)
s_in, s_out = dot(e_test, sigma), dot(f_test.conj(), sigma)
dipole_formula = rest * (s_out @ s_in / (2 * rest + omega)
                         + s_in @ s_out / (2 * rest - omega))
assert np.max(abs(single - dipole_formula)) < 1e-11
assert np.max(abs(occupied - vacuum * one2 - single)) < 1e-11
vacuum, occupied, single = sea_amplitudes(xhat, xhat)
sea_only, sea_plus = vacuum.real, occupied[0, 0].real
assert abs(sea_only + 2) < 1e-5 and abs(sea_plus + 1) < 1e-5

# Worked example and change of gauge.
theta = np.pi / 3
n_out, e_out, _ = directions(theta)
omega_out = outgoing_energy(omega, n_out[2])
parts = amplitude_parts(omega, n_out, xhat, e_out)
negative, positive = parts.sum(axis=0)
total = negative + positive
ratio = omega / rest
assert abs(scalar_part(negative) - xhat @ e_out) < 3 * ratio**2
for order in range(2):
    assert abs(scalar_part(parts[order, 0]) - xhat @ e_out / 2) < ratio
gauge = c / omega
changed = amplitude_parts(omega, n_out, xhat, e_out, gauge).sum(axis=0)
longitudinal = zhat @ e_out
assert np.max(abs(changed.sum(axis=0) - total)) < 1e-8
assert abs(scalar_part(changed[0] - negative) - longitudinal) < 5 * ratio
assert abs(scalar_part(changed[1] - positive) + longitudinal) < 5 * ratio

exact_ds = cross_section(omega, n_out, total)
positive_ds = cross_section(omega, n_out, positive)
thomson_ds = (xhat @ e_out)**2 / c**4
assert abs(exact_ds / thomson_ds - 1) < 5 * ratio
assert positive_ds / exact_ds < 10 * ratio**2


def total_cross_section(omega):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    result = 0.0
    for node, weight in zip(nodes, weights):
        n, in_plane, normal = directions(np.arccos(node))
        for e in (xhat, yhat):
            for f in (in_plane, normal):
                m = amplitude_parts(omega, n, e, f).sum(axis=(0, 1))
                result += np.pi * weight * cross_section(omega, n, m)
    return result


thomson_total = 8 * np.pi / (3 * c**4)
low_total, example_total = total_cross_section(0.01), total_cross_section(omega)
assert abs(low_total / thomson_total - 1) < 1e-5
assert abs(example_total / thomson_total - 1 + 2 * ratio) < 10 * ratio**2


def show(label, value, unit="(dimensionless)", digits=8):
    print(f"{label}: {value:.{digits}g} {unit}")


show("speed of light c", c, "a.u.", 9)
show("rest energy c^2", rest, "hartree")
show("energy gap 2c^2", 2 * rest, "hartree")
show("static field A", field, "a.u.")
show("static shift, diagonalization", static_shift, "hartree")
show("A^2/2", static_quadratic, "hartree")
show("next term -A^4/(8c^2)", static_quartic, "hartree", 5)
show("moving electron momentum", slow_p[2], "a.u.")
show("its negative-state shift, A normal to p", slow_shift, "hartree")
show("photon energy", omega, "hartree")
show("photon energy converted", omega * hartree_ev, "eV", 6)
show("omega/c^2", ratio, digits=6)
show("scattering angle", np.degrees(theta), "degree")
show("scattered photon energy", omega_out, "hartree")
gap_in = rest + omega + np.sqrt(rest**2 + omega**2)
gap_out = rest - omega_out + np.sqrt(rest**2 + omega_out**2)
show("negative-state denominator, absorb first", gap_in, "hartree")
show("negative-state denominator, emit first", gap_out, "hartree")
show("polarization product", xhat @ e_out)
show("negative scalar, absorb first", scalar_part(parts[0, 0]).real)
show("negative scalar, emit first", scalar_part(parts[1, 0]).real)
show("negative scalar, sum", scalar_part(negative).real)
show("positive scalar, sum", scalar_part(positive).real, digits=5)
show("negative sigma_y coefficient, imaginary", spin_y_part(negative).imag,
     digits=5)
show("positive sigma_y coefficient, imaginary", spin_y_part(positive).imag,
     digits=5)
show("total scalar", scalar_part(total).real)
show("gauge parameter lambda*k", gauge * omega / c)
show("changed gauge: negative scalar", scalar_part(changed[0]).real, digits=6)
show("changed gauge: positive scalar", scalar_part(changed[1]).real, digits=6)
show("changed gauge: total scalar", scalar_part(changed.sum(axis=0)).real)
show("sea-only amplitude", sea_only)
show("sea-plus-electron amplitude", sea_plus)
show("difference due to electron", sea_plus - sea_only)
show("Thomson differential cross section", thomson_ds, "bohr^2/sr", 6)
show("full differential cross section", exact_ds, "bohr^2/sr", 6)
show("full differential, converted", exact_ds * barn, "barn/sr", 6)
show("positive states only, differential", positive_ds, "bohr^2/sr", 5)
show("positive-only/full ratio", positive_ds / exact_ds, digits=5)
show("Thomson total cross section", thomson_total, "bohr^2", 6)
show("Thomson total, converted", thomson_total * barn, "barn", 6)
show("full total at example energy", example_total, "bohr^2", 6)
show("full/Thomson total ratio", example_total / thomson_total, digits=7)
print(f"Klein-Nishina agreement better than 1e-9: {kn_error < 1e-9}")
print("all good")
```

Running it gives:

```
speed of light c: 137.035999 a.u.
rest energy c^2: 18778.865 hartree
energy gap 2c^2: 37557.73 hartree
static field A: 1 a.u.
static shift, diagonalization: 0.49999334 hartree
A^2/2: 0.5 hartree
next term -A^4/(8c^2): -6.6564e-06 hartree
moving electron momentum: 5 a.u.
its negative-state shift, A normal to p: 0.49966751 hartree
photon energy: 40 hartree
photon energy converted: 1088.46 eV
omega/c^2: 0.00213005 (dimensionless)
scattering angle: 60 degree
scattered photon energy: 39.957444 hartree
negative-state denominator, absorb first: 37597.773 hartree
negative-state denominator, emit first: 37517.815 hartree
polarization product: 0.5 (dimensionless)
negative scalar, absorb first: 0.24973304 (dimensionless)
negative scalar, emit first: 0.25026526 (dimensionless)
negative scalar, sum: 0.4999983 (dimensionless)
positive scalar, sum: 5.6653e-07 (dimensionless)
negative sigma_y coefficient, imaginary: 0.00092185 (dimensionless)
positive sigma_y coefficient, imaginary: -0.0018437 (dimensionless)
total scalar: 0.49999887 (dimensionless)
gauge parameter lambda*k: 1 (dimensionless)
changed gauge: negative scalar: -0.366024 (dimensionless)
changed gauge: positive scalar: 0.866023 (dimensionless)
changed gauge: total scalar: 0.49999887 (dimensionless)
sea-only amplitude: -2.0000023 (dimensionless)
sea-plus-electron amplitude: -1.0000011 (dimensionless)
difference due to electron: 1.0000011 (dimensionless)
Thomson differential cross section: 7.08927e-10 bohr^2/sr
full differential cross section: 7.0742e-10 bohr^2/sr
full differential, converted: 0.0198098 barn/sr
positive states only, differential: 9.6187e-15 bohr^2/sr
positive-only/full ratio: 1.3597e-05 (dimensionless)
Thomson total cross section: 2.37564e-08 bohr^2
Thomson total, converted: 0.665246 barn
full total at example energy: 2.36557e-08 bohr^2
full/Thomson total ratio: 0.9957634 (dimensionless)
Klein-Nishina agreement better than 1e-9: True
all good
```
